\section*{Sorting lead modes with a small imaginary energy}

\section{The decision and its setting}

A mode-matching calculation must decide which half of the Bloch solutions of a lead enters the outgoing boundary condition. If an incoming wave is put into the outgoing set, the scattering problem has the wrong boundary condition. At real energy the propagating solutions all have Bloch factors of modulus one, so the modulus cannot tell the two directions apart. Replacing $E$ by $E+i\eta$, with $\eta>0$ an energy, separates them. The implementer must then choose $\eta$, and this requires the size of the separation, which changes character near a band edge.

The lead consists of identical cells of length $a$, numbered by $n$ increasing to the right, with $N$ orthonormal orbitals each. The Hermitian matrix $H_0$ acts within a cell and $H_1$ couples cell $n$ to cell $n+1$. There are no other couplings. Define
\begin{equation}
H(k)=H_0+H_1e^{ika}+H_1^\dagger e^{-ika}.
\end{equation}
A mode $\psi_n=\lambda^n u$, with $\lambda=e^{ika}$ and complex $k$ allowed, satisfies
\begin{equation}
\left(E+i\eta-H_0-\lambda H_1-\lambda^{-1}H_1^\dagger\right)u=0 .
\label{mode}
\end{equation}
Moving $i\eta$ to the other side gives the Hamiltonian $H-i\eta$ at real energy. Its time evolution multiplies amplitudes by $e^{-\eta t/\hbar}$, so $\eta$ describes uniform absorption. A wave weakens along its direction of travel, and this is what the sorting uses.

\section{The scheme}

Multiplying (\ref{mode}) by $\lambda$ gives a quadratic eigenproblem. With $w=\lambda u$ and $z=E+i\eta$ it becomes linear, of size $2N$:
\begin{equation}
\begin{pmatrix}0&I\\ H_1^\dagger&-(z-H_0)\end{pmatrix}
\begin{pmatrix}u\\w\end{pmatrix}
=\lambda
\begin{pmatrix}I&0\\0&-H_1\end{pmatrix}
\begin{pmatrix}u\\w\end{pmatrix}.
\label{linear}
\end{equation}
The first row states $w=\lambda u$, and the second is then the quadratic equation. No inverse of $H_1$ is needed. Before solving, divide the second row on both sides by $\|z-H_0\|+\|H_1\|$. This leaves $\lambda$ unchanged and limits rounding errors when the energies are very large or very small numbers in the chosen unit. The norm of $H_1$ must be included: if $H_0$ is close to $E$ times the identity, $\|z-H_0\|$ alone shrinks to about $\eta$, and dividing by it amplifies rounding until the sorting can fail. In the leads computed here $\|z-H_0\|$ is not small compared with $\|H_1\|$, so it was used alone. If $H_1$ is singular, some factors are zero or infinite.

\begin{verbatim}
input: E, eta, H0, H1
for x in (eta, 2*eta):
    solve the 2N problem at z = E + i*x
    right set(x) = modes with |lambda| < 1
    stop with an error if its size is not N
pair each right mode at eta with one at 2*eta
for each pair with 0 < |lambda|:
    p = log2( ln|lambda(2 eta)| / ln|lambda(eta)| )
    p near 1  : propagating (if eta << gaps)
    p near 0  : evanescent  (if eta << band widths)
    otherwise : v near 0, or eta too large;
                reduce eta a few times
factors equal to zero: evanescent
\end{verbatim}

The right set serves a lead extending to the right; a lead extending to the left takes the modes with $|\lambda|>1$. If the $N$ right vectors are linearly independent, collect them in a matrix $U$ and their factors in a diagonal matrix $\Lambda$. Then $\psi_{n+1}=F\psi_n$ with $F=U\Lambda U^{-1}$, and the right lead enters the equation of its neighbouring cell through $H_1\psi_1=H_1F\psi_0$.

\section{Why the unit circle separates the modes}

\subsection{The count}

Multiply $H_0$ and $H_1$ by a number $s$ between 0 and 1 and consider
\begin{equation}
D_s(\lambda)=\det\left[-sH_1^\dagger+\lambda(z-sH_0)-\lambda^2sH_1\right].
\end{equation}
On the unit circle $k$ is real and $D_s=\lambda^N\det[z-sH(k)]$. The Hermitian matrix $sH(k)$ has real eigenvalues, whereas $z$ is not real, so $D_s\ne0$ there. As $s$ varies, no zero can cross the circle, and the number of zeros inside stays fixed. At $s=0$, $D_0=z^N\lambda^N$ has $N$ zeros, all at the origin. Hence $N$ factors lie inside the circle for every $\eta>0$, whether or not $H_1$ is singular. The other $N$ eigenvalues of (\ref{linear}), infinite ones included, lie outside.

\subsection{The direction}

Normalize $u^\dagger u=1$, take $\lambda$ finite and nonzero, and write $h=u^\dagger H_1u$. Multiplication of (\ref{mode}) by $u^\dagger$ gives
\begin{equation}
E+i\eta-u^\dagger H_0u-\lambda h-\lambda^{-1}h^*=0 .
\end{equation}
Since $\lambda^{-1}=\lambda^*/|\lambda|^2$, the last term is $(\lambda h)^*/|\lambda|^2$. The imaginary part is therefore
\begin{equation}
\eta=\left(1-|\lambda|^{-2}\right)\operatorname{Im}(\lambda h).
\end{equation}
The Schr\"odinger equation changes $|\psi_n|^2$ at the rate $(2/\hbar)\operatorname{Im}(\psi_n^\dagger H_1\psi_{n+1})$ through the right-hand bond. The particle current leaving cell 0 to the right is minus this rate, $J=-(2/\hbar)\operatorname{Im}(\lambda h)$, so
\begin{equation}
J\left(|\lambda|^{-2}-1\right)=\frac{2\eta}{\hbar}.
\label{balance}
\end{equation}
The right side is the absorption rate in a cell of unit norm. Thus $|\lambda|<1$ holds if and only if $J>0$, without any assumption that $\eta$ is small. An evanescent mode keeps $|\lambda|\neq1$ as $\eta\to0$, so its current vanishes with $\eta$: it only feeds the absorption.

\section{First-order shift of a propagating mode}

Let $u$ be a nondegenerate mode at real $k_0$ and $\eta=0$. Insert $k_0+\delta k$ and $u+\delta u$ into (\ref{mode}) and keep first-order terms:
\begin{equation}
[E-H(k_0)]\,\delta u+[i\eta-\delta k\,H'(k_0)]\,u=0,
\qquad H'=\frac{dH}{dk}.
\end{equation}
Multiply by $u^\dagger$. Because $H(k_0)$ is Hermitian, $u^\dagger[E-H(k_0)]=0$, and the unknown $\delta u$ drops out. The same Hermiticity gives $u^\dagger H'u=dE/dk=\hbar v$, where $v$ is the group velocity. For $v\ne0$,
\begin{equation}
\delta k=\frac{i\eta}{\hbar v},\qquad
\ln|\lambda|=-a\operatorname{Im}\delta k=-\frac{\eta a}{\hbar v}.
\label{first}
\end{equation}
To first order $|\lambda|=1-\eta a/(\hbar v)$. This is the damping $e^{-\eta t/\hbar}$ over the time $t=a/v$ spent in one cell. Inserting it into (\ref{balance}) gives $J\to v/a$, the current of a wave with one particle per cell.

The next correction to the logarithm is cubic. For an isolated band with nonzero slope, $k(E)$ has a Taylor series with real coefficients, so
\begin{equation}
\operatorname{Im}k(E+i\eta)=\eta\,k'(E)-\frac{\eta^3}{6}k'''(E)+\dots,
\qquad k'=\frac{1}{\hbar v}.
\end{equation}
The even powers of $i\eta$ are real and change only the phase of $\lambda$. For a chain with band $-2\cos ka$ at $E=-1.5$, in units of the hopping, halving $\eta$ from 0.02 to 0.01 reduces the error of (\ref{first}) by a factor 7.996, close to the cubic value 8.

The sign in (\ref{first}) is that of the group velocity. In five random complex leads with $N=4$ and no imposed symmetry, eight propagating modes were located from band crossings of $H(k)$ alone. In three of them $k$ and $v$ had opposite signs. The slopes reproduced the shifts from (\ref{linear}) with relative errors of at most $3.1\times10^{-9}$.

\subsection{Several modes at one wavevector}

If $d$ modes share $k_0$ and $E$, let the columns of $Q$ be an orthonormal basis of their space. The zeroth-order vector is $Qc$ with unknown $c$. Projecting the first-order equation with $Q^\dagger$ gives
\begin{equation}
\left(i\eta-\delta k\,W\right)c=0,\qquad W=Q^\dagger H'(k_0)Q .
\end{equation}
Each nonzero eigenvalue of $W$ replaces $\hbar v$ in (\ref{first}). Diagonal elements in an arbitrary basis can mislead. In units of the hopping and with $ka=\theta$, take
\begin{equation}
H=\sin\theta\,(0.4+\sigma_x)+(1-\cos\theta)\,\sigma_z ,
\end{equation}
where $\sigma_x$ and $\sigma_z$ are Pauli matrices. At $\theta=0$, $E=0$ both diagonal elements of $dH/d\theta$ are 0.4, which suggests two right-going modes. Its eigenvalues are 1.4 and $-0.6$. The computed values of $\ln|\lambda|/\eta$ are $-0.7143=-1/1.4$ and $1.6667=1/0.6$: one mode goes each way. The sorting by modulus needs no special treatment here.

\section{The root law at a band edge}

As $v\to0$, equation (\ref{first}) diverges, and the expansion in $\eta$ has to be replaced. Near a nondegenerate lower edge at real $k_e$, put $q=k-k_e$, $\varepsilon=E-E_e$ and
\begin{equation}
\varepsilon+i\eta=\frac{\hbar^2q^2}{2m},\qquad m>0 .
\end{equation}
This keeps the leading power of $q$ and requires $|q|a\ll1$ and other bands far away on the scale of $|\varepsilon+i\eta|$. With $q=x+iy$, the real part and the modulus of $q^2$ give
\begin{align}
x^2-y^2&=\frac{2m\varepsilon}{\hbar^2},\\
x^2+y^2&=\frac{2m}{\hbar^2}\sqrt{\varepsilon^2+\eta^2}.
\end{align}
Half the difference is $y^2$. Since $k_e$ is real, $\ln|\lambda|=-ay$, with
\begin{equation}
y=\pm\frac{1}{\hbar}\sqrt{m\left(\sqrt{\varepsilon^2+\eta^2}-\varepsilon\right)} .
\label{cross}
\end{equation}
The imaginary part, $xy=m\eta/\hbar^2>0$, pairs positive $y$ with positive $x$, hence decay to the right with positive velocity. At an upper edge, use $|m|$ and $\varepsilon=E_e-E$. The moduli are the same, but $xy<0$, as required by a velocity opposite to $q$.

Equation (\ref{cross}) has three limits.
\begin{itemize}
\item At the edge, $\varepsilon=0$ and
\begin{equation}
\ln|\lambda|=\mp\frac{a\sqrt{|m|\eta}}{\hbar}.
\label{root}
\end{equation}
The root law holds to leading order for $|\varepsilon|\ll\eta$.
\item Inside the band, $\varepsilon\gg\eta$, expand $\sqrt{\varepsilon^2+\eta^2}-\varepsilon=(\eta^2/2\varepsilon)(1-\eta^2/4\varepsilon^2+\dots)$. Then
\begin{equation}
|y|=\frac{\eta}{\hbar}\sqrt{\frac{m}{2\varepsilon}}
\left(1-\frac{\eta^2}{8\varepsilon^2}+\dots\right).
\label{corr}
\end{equation}
With $v=\sqrt{2\varepsilon/m}$ the prefactor is $\eta/(\hbar v)$, in agreement with (\ref{first}).
\item In the gap, $-\varepsilon\gg\eta$ and $|y|\to\sqrt{2m|\varepsilon|}/\hbar$, the ordinary evanescent decay constant, independent of $\eta$.
\end{itemize}

The square root belongs to the quadratic edge. If the quadratic term vanishes and $E=E_e+Cq^4$ with $C>0$, then at the edge $q^4=i\eta/C$, whose roots have phases $\pi/8+j\pi/2$ for $j=0,1,2,3$. The smallest imaginary part in magnitude is
\begin{equation}
|\operatorname{Im}q|=\sin(\pi/8)\,(\eta/C)^{1/4}.
\end{equation}
A chain with hoppings $-1$ and $+1/4$ to first and second neighbours has such an edge. Between $\eta=10^{-8}$ and $10^{-7}$ its fitted power is 0.2500.

\subsection{Reading the exponent}

The number $p$ in the scheme is the average slope of $\ln|y|$ against $\ln\eta$ between $\eta$ and $2\eta$. With $r=\sqrt{\varepsilon^2+\eta^2}$ and $y^2\propto r-\varepsilon$,
\begin{equation}
\frac{d\ln|y|}{d\ln\eta}
=\frac{\eta^2}{2r(r-\varepsilon)}
=\frac12\left(1+\frac{\varepsilon}{r}\right),
\label{slope}
\end{equation}
where $\eta^2=(r-\varepsilon)(r+\varepsilon)$ was used. The slope runs from 0 in the gap through $1/2$ at the edge to 1 in the band. Within the quadratic model, $p>1/2$ therefore means an open mode. A value near $1/2$ should still prompt a smaller $\eta$, because the neglected powers of $q$ also shift $p$. If $p$ stays near $1/2$ down to the smallest usable $\eta$, the energy cannot be distinguished from the edge at that resolution, and the mode should be reported as an edge mode. At the exact edge $p$ tends to $1/2$ and no reduction of $\eta$ changes this. Evanescent modes away from edges have $p\to0$, since their $\ln|\lambda|$ has a nonzero limit.

These readings require $\eta$ to be well below any gap near $E$ and well below the width of any band that contains $E$. At the centre of the band of a chain with hopping $t$, (\ref{mode}) gives $|y|a=\operatorname{arsinh}(\eta/2t)$. For $\eta\gg t$ this grows only logarithmically, so $p$ becomes small although the mode is open. A narrow gap misleads in the opposite way. Take two bands $\pm\sqrt{\Delta^2+(\hbar cq)^2}$, with a constant velocity $c$, and put $E$ in the middle of their gap. Then $(i\eta)^2=\Delta^2+(\hbar cq)^2$ gives $|y|=\sqrt{\Delta^2+\eta^2}/(\hbar c)$. For $\eta\gg\Delta$ this yields $p$ near 1 although the mode is evanescent; only for $\eta\ll\Delta$ does $p$ fall to 0. Where narrow gaps or narrow bands are possible, repeat the test at a smaller $\eta$.

\section{Worked example: a hole channel in germanium}

Take a strained germanium quantum well with in-plane heavy-hole mass $m=0.08\,m_0$, a rough typical value, confined to a channel 50 nm wide by hard walls. Hole energies are counted as positive. A square mesh of $a=1$ nm gives $N=49$ and hopping $\hbar^2/(2ma^2)=476.25$ meV, hence $\hbar^2/m=952.5$ meV nm$^2$. On this mesh the first three subband edges lie at 1.88, 7.51 and 16.87 meV; in the limit of a vanishing mesh length they are 1.88, 7.52 and 16.92 meV. At $E=9$ meV two subbands are open. Set $\eta=1\ \mu$eV.

The second mode has $v=8.089\times10^4$ m/s, so $\hbar v=53.24$ meV nm. Equation (\ref{first}) gives
\begin{equation}
\frac{\eta a}{\hbar v}=\frac{10^{-3}\times1}{53.24}=1.878\times10^{-5},
\end{equation}
and the eigenproblem gives $1-|\lambda|=1.878\times10^{-5}$. The faster first mode, with $v=1.766\times10^5$ m/s, shifts by $8.60\times10^{-6}$. With $E$ moved to the second edge, (\ref{root}) gives
\begin{equation}
a\sqrt{\frac{m\eta}{\hbar^2}}=\sqrt{\frac{10^{-3}}{952.5}}=1.025\times10^{-3},
\end{equation}
against a computed $1-|\lambda|=1.024\times10^{-3}$. The small difference is the second-order term of $1-e^{-ay}$. Measured by $-\ln|\lambda|$, the shift is 54.6 times that at 9 meV. Dividing (\ref{root}) by the leading term of (\ref{corr}) predicts $\sqrt{2\varepsilon/\eta}$, which is 54.6 for $\varepsilon=1.489$ meV.

The mesh length is a numerical choice, so the decay per length, $-\ln|\lambda|/a$, is the quantity to compare between meshes. For the second mode it is 0.0188 $\mu$m$^{-1}$ at 9 meV and 1.025 $\mu$m$^{-1}$ at the edge. Raising $\eta$ a hundredfold multiplies the first by nearly 100 and the second by 10. The crossover at fixed $\eta=1\ \mu$eV is as follows; the last column divides the decay by $\eta/(\hbar v)$, with $v=\sqrt{2\varepsilon/m}$.

\begin{center}
\begin{tabular}{rrr}
$\varepsilon/\eta$ & decay ($\mu$m$^{-1}$) & ratio\\
\hline
$-10$ & 4.588 & --\\
$-1$ & 1.592 & --\\
0.1 & 0.975 & 0.425\\
1 & 0.659 & 0.910\\
3.5 & 0.383 & 0.990\\
10 & 0.229 & 0.999
\end{tabular}
\end{center}

The first-order law is thus 1\% too large at $\varepsilon=3.5\eta$, as (\ref{corr}) predicts. The exponents $p$ of the three slowest-decaying right modes are 1, 1, 0 at 9 meV and 1, 0.5, 0 at the second edge.

Halving the mesh at fixed $E=9$ meV raises the in-band decay of the second mode by 0.22\% and lowers that of the first by 0.14\%, so the four-digit velocities and shifts above belong to the 1 nm mesh. In the limit of a vanishing mesh length these changes grow to $+0.29\%$ and $-0.18\%$, and the ratio 54.6 becomes 54.4. The second edge moves by 0.007 meV. The edge decay, evaluated at the edge of each mesh, does not change at the printed precision: the mesh dispersion $(\hbar^2/ma^2)(1-\cos ka)$ has the same curvature at $k=0$ for every $a$.

With the parabolic mass, the chosen energy corresponds to a two-dimensional hole density of $3.0\times10^{11}$ cm$^{-2}$, a reasonable value for such wells. Real channels break the assumption of a perfectly periodic lead. A rough mobility of $10^5$ cm$^2$/Vs gives a scattering time $\tau=4.5$ ps and a broadening $\hbar/2\tau=0.072$ meV, 72 times the chosen $\eta$; by (\ref{root}) a uniform broadening of this size would raise the edge decay by a factor $\sqrt{72}\approx8.5$. This uses the transport time; a shorter single-particle lifetime would give more broadening. At 1 K the thermal window is 0.30 meV wide, so a measurement near an edge would average over the crossover. Nonparabolicity was estimated from $E(1+E/\Delta)=\hbar^2K^2/2m$, with $K$ the total in-plane wavevector and a rough heavy--light splitting $\Delta=100$ meV. It lowers the second edge by 0.49 meV and changes the decay by $-5\%$ at 9 meV and $+7\%$ at the edge. Setting $\Delta$ equal to the splitting is crude and probably overstates the effect: a four-band Luttinger model of hard-wall wells 10 to 25 nm wide, with the same splitting, gives an effective $\Delta$ of roughly 140 to 320 meV and band-edge masses of 0.06 to 0.07 $m_0$. The value $0.08\,m_0$ is therefore at the upper end of the range. Spin splitting, soft walls and interactions are left out, so these are results of a one-band model.

\section{Cost and stability}

A dense solution of (\ref{linear}) takes a time proportional to $(2N)^3$ and storage proportional to $(2N)^2$. The exponent test needs a second solution and doubles the time. Halving the mesh in the example raises $N$ from 49 to 99 and the estimated time by $(99/49)^3\approx8$.

Rounding can be compared directly with $\eta$. On the unit circle $z-H(k)$ is a normal matrix with eigenvalues $E-E_j(k)+i\eta$, so its smallest singular value is at least $\eta$. Let the three coefficient matrices of the quadratic problem carry errors $D_0,D_1,D_2$. For $|\lambda|=1$,
\begin{equation}
\|D_0+\lambda D_1+\lambda^2D_2\|\le\|D_0\|+\|D_1\|+\|D_2\| .
\end{equation}
If this sum is below $\eta$, the perturbed matrix remains invertible on the circle, also while the errors are switched on gradually. No factor crosses, even at an edge where $v=0$. In 200 random trials at the lower edge of a lead with $N=4$, errors of summed norm $0.95\eta$ left four factors inside each time.

The bound cannot be relaxed in general. For a chain with hopping $-1$ at $E=0$, add an error $c\eta$ to the coefficient of $\lambda^2$:
\begin{equation}
(1+c\eta)\lambda^2+i\eta\lambda+1=0 .
\end{equation}
At $c=1$, $\lambda=-i$ is a root, since $-(1+\eta)+\eta+1=0$. The computed number of factors inside is 1 for $c=0.9$ and 2 for $c=1.5$.

In the germanium lead, machine precision times $\|H\|$ is $8.5\times10^{-13}$ meV, nine orders below $\eta$. This is an estimate of the rounding error, not a bound on it; the solver may multiply it by a factor that grows with $N$.

\section{Failure modes and the choice of \texorpdfstring{$\eta$}{eta}}

\paragraph{Too small an $\eta$.} Once coefficient errors reach $\eta$, the directions are no longer protected. A complex energy error $\delta$ changes $i\eta$ to $i\eta+\delta$. Its imaginary part gives the shift a relative error of order $|\operatorname{Im}\delta|/\eta$, in the band and at the edge alike. Its real part only moves $E$: at a quadratic edge this gives a relative error of order $|\operatorname{Re}\delta|/\eta$, but inside the band, where $\varepsilon\gg\eta$, only one of order $|\operatorname{Re}\delta|/\varepsilon$.

\paragraph{Too large an $\eta$.} The sorting remains valid, but the modes belong to an absorbing lead. Near a quadratic edge, (\ref{corr}) shows that a relative deviation below $\rho\ll1$ from the first-order law needs $\eta<\sqrt{8\rho}\,\varepsilon$. In addition, the attenuation $e^{-|y|L}$ over any length $L$ where absorption is retained must be acceptable.

\paragraph{A fixed tolerance on the modulus.} In the example, a mode 10 $\mu$eV below its edge has $1-|\lambda|\approx4.6\times10^{-3}$. A tolerance of $10^{-2}$ would call it propagating, whereas (\ref{slope}) gives a local slope of 0.0025 at $\eta=1\ \mu$eV, and the exponent $p$ between $\eta$ and $2\eta$ is about 0.005.

\paragraph{Wrong pairing of modes.} Suppose two right modes share $k_0$ and have velocities in the ratio 3:1. Their shifts are $s/3$ and $s$ at $\eta$, and $2s/3$ and $2s$ at $2\eta$. The nearest partner of $s$ is then $2s/3$, which is wrong. When factors lie this close, pair them by the overlap of their vectors $u$. The order of the moduli also serves if all these modes are propagating and follow (\ref{first}), but it can fail when one is evanescent: its modulus hardly changes, and the propagating mode may overtake it between $\eta$ and $2\eta$.

\paragraph{Flat bands and higher-order edges.} A band with $v=0$ at all $k$ has a constant energy, which cannot be solved for $q$, so neither (\ref{first}) nor (\ref{root}) applies to it. At a quartic edge $p$ is near $1/4$, so the threshold $1/2$ loses its meaning. An inflection with $v=0$ inside a band, where the energy varies as $q^3$, gives $p$ near $1/3$ although it is not an edge. The count of $N$ and the current criterion (\ref{balance}) do not depend on the band shape. The numerical output below lists the main computed values.

\section*{Calculated quantities}
\begin{verbatim}
random leads: propagating modes tested = 8
random leads: modes with k and v of opposite sign = 3
random leads: worst relative error of first-order law = 3.1e-09
rank-2 coupling, N = 4: factors inside circle = 4
current balance at eta = 0.3 hopping: error = 7.7e-14
random lead, lower edge: computed/root-eta law = 1.000000
random lead, upper edge: computed/root-eta law = 1.000000
chain, error 0.9 eta and 1.5 eta: factors inside = [1, 2]
chain: error ratio when eta is halved = 7.996
crossing: velocity eigenvalues (hopping*a/hbar) = [-0.6  1.4]
crossing: diagonal elements (hopping*a/hbar) = [0.4 0.4]
crossing: computed ln|lam|/eta (1/hopping) = [-0.7143  1.6667]
quartic edge: fitted power of eta = 0.2500
Ge: mass = 0.08 m0, width = 50.0 nm, mesh a = 1.0 nm
Ge: hole energy = 9.0 meV, eta = 1.0 ueV
Ge: hopping = 476.25 meV, orbitals per cell = 49
Ge: matching 2D hole density = 3.01e+11 cm^-2
Ge: subband edges 1,2,3 (meV) = [ 1.8795  7.5107 16.8713]
Ge mode 1: k = 0.12235 1/nm, v = 1.7661e+05 m/s
Ge mode 1: 1-|lam| = 8.6022e-06, eta a/(hbar v) = 8.6023e-06
Ge mode 2: k = 0.05593 1/nm, v = 8.0891e+04 m/s
Ge mode 2: 1-|lam| = 1.8781e-05, eta a/(hbar v) = 1.8782e-05
Ge edge 2: 1-|lam| = 1.0241e-03, a sqrt(m eta)/hbar = 1.0246e-03
Ge mode 2: edge shift / in-band shift = 54.56
Ge 9 meV: powers of eta, modes 1,2,3 = [1. 1. 0.]
Ge edge 2: powers of eta, modes 1,2,3 = [1.  0.5 0. ]
Ge mode 2, eta = 0.01 ueV: decay in band 1.8782e-04, at edge 1.0246e-01 1/um
Ge mode 2, eta = 1 ueV: decay in band 1.8782e-02, at edge 1.0246e+00 1/um
Ge mode 2, eta = 100 ueV: decay in band 1.8771e+00, at edge 1.0246e+01 1/um
Ge (E-edge)/eta = -10: decay = 4.5880 1/um
Ge (E-edge)/eta = -1: decay = 1.5920 1/um
Ge (E-edge)/eta = 0.1: decay = 0.9747 1/um, over first order = 0.42544
Ge (E-edge)/eta = 1: decay = 0.6594 1/um, over first order = 0.91018
Ge (E-edge)/eta = 3.5: decay = 0.3835 1/um, over first order = 0.99014
Ge (E-edge)/eta = 10: decay = 0.2288 1/um, over first order = 0.99876
mesh 1 to 0.5 nm: edge 2 moves 0.0074 meV
mesh 1 to 0.5 nm: decay shifts in band 0.221 %, at edge -0.0000 %
distance of 9 meV from edge 2 = 1.489 meV
thermal width (FWHM of -df/dE) at 1.0 K = 0.304 meV
rough mobility 1e+05 cm2/Vs: tau = 4.55 ps, hbar/(2 tau) = 0.0724 meV
mode 2: v tau = 0.368 um; hbar/(2 tau eta) = 72.4
nonparabolicity, rough splitting 100 meV: edge 2 moves -0.493 meV
nonparabolicity: decay changes in band -5.1 %, at edge 6.8 %
rounding scale eps*||H|| = 8.5e-13 meV
\end{verbatim}
